# Smoluchowski mobility with a thin double layer, and its limits

**Q.** A charged particle and its double layer are together neutral. A uniform field exerts no net force on them. Why should the particle move at all?

**A.** Because the field pulls particle and diffuse charge in opposite directions, and the liquid between them shears. Take a rigid, non-conducting particle at rest in its own frame, in a liquid of permittivity $\varepsilon$ and viscosity $\eta$. Inertia is negligible, the field is steady and weak, and the potential at the slip plane is $\zeta$ everywhere. Let the double layer be so thin that the surface looks flat, with $y$ the distance from it, $\psi(y)$ the equilibrium potential and $E_t$ the tangential field. The charge density is $\rho=-\varepsilon\psi''$, so the tangential force balance $\eta u''+\rho E_t=0$ becomes

$$\eta u''=\varepsilon\psi''E_t .$$

Outside the layer $u'$ and $\psi'$ vanish, so one integration gives $\eta u'=\varepsilon\psi'E_t$. At the slip plane $u=0$ and $\psi=\zeta$, so a second gives

$$u=\frac{\varepsilon}{\eta}(\psi-\zeta)E_t\;\longrightarrow\;u_s=-\frac{\varepsilon\zeta}{\eta}E_t$$

at the outer edge, where $\psi=0$. For positive $\zeta$ the diffuse charge is negative and the liquid slips against the field.

**Q.** But $E_t$ varies over the surface. Surely the speed then depends on shape.

**A.** Try the outer flow $\mathbf u=-(\varepsilon\zeta/\eta)\mathbf E(\mathbf r)$, with $\mathbf E$ the actual field outside the layer. There $\nabla\cdot\mathbf E=0$ and $\nabla\times\mathbf E=0$, hence $\nabla^2\mathbf u=0$, and the Stokes equations hold with constant pressure. If no current enters the surface, $\mathbf E$ is tangential there, so $\mathbf u$ matches the slip and does not penetrate.

The disturbance of $\mathbf E$ is dipolar, of order $r^{-3}$. Its viscous stress is of order $r^{-4}$, so the force on a large enclosing surface falls as $r^{-2}$ and the torque as $r^{-1}$: both vanish. The neutral pair also feels no electric force, and an electric torque is of second order in the field. The trial flow is therefore the required one. Far away it equals $-\mathbf U$, so

$$\boxed{\mathbf U=\frac{\varepsilon\zeta}{\eta}\mathbf E_\infty}$$

This is Smoluchowski's law. Shape has dropped out, provided that every radius of curvature is large compared with the layer and no current passes through layer or particle.

**Q.** "Large" is not a number. What does a finite radius cost?

**A.** For a sphere of radius $a$ it can be calculated. Take a 1:1 electrolyte of point ions with equal diffusivity $D$ and bulk number density $n_\infty$ of each ion. Define

$$\kappa^2=\frac{2n_\infty e^2}{\varepsilon k_BT},\quad k=\kappa a,\quad z=\frac{e\zeta}{k_BT},\quad \mathrm{Pe}=\frac{\varepsilon(k_BT/e)^2}{\eta D}.$$

Measure length in $a$, ion density in $n_\infty$, potential in $k_BT/e$, field in $k_BT/(ea)$ and velocity in $\varepsilon(k_BT/e)^2/(\eta a)$. The scaled mobility $M$ is then the speed in unit field, and Smoluchowski's law reads $M=z$.

Let $\Psi(r)$ be the equilibrium potential, $n_\pm=e^{\mp\Psi}$, and $\phi_\pm(r)\cos\theta$ the changes of the ions' electrochemical potentials, in $k_BT$. Write the incompressible flow as

$$u_r=-\frac{2h}{r}\cos\theta,\qquad u_\theta=\Big(h'+\frac hr\Big)\sin\theta .$$

Its vorticity is $\sin\theta\,Lh$, with $Lf=f''+2f'/r-2f/r^2$. The electric force is a gradient minus $k_BT\sum n_i\nabla\mu_i$. Taking the curl of the Stokes equation removes the gradient and leaves $\eta\nabla^2\boldsymbol\omega=k_BT\sum\nabla n_i\times\nabla\mu_i$. With $n_\pm'=\mp\Psi'e^{\mp\Psi}$ this is

$$LLh=S,\qquad S=\frac{k^2\Psi'}{2r}\left(e^{-\Psi}\phi_+-e^{\Psi}\phi_-\right).$$

No slip requires $h=h'=0$ at $r=1$. Zero total force excludes a constant term in $h$, so outside the layer $h=Mr/2+c/r^2$ and $Lh=0$.

**Q.** How do you get $M$ without solving for $h$?

**A.** Multiply by $r^2g$, where $g=1-\tfrac23r-\tfrac13r^{-2}$. This function has $g=g'=0$ at $r=1$ and $Lg=-2/r^2$. Integrating by parts twice leaves no boundary terms:

$$\int r^2gS\,dr=\int r^2(Lg)(Lh)\,dr=-2\int Lh\,dr .$$

Since $Lh=(h'+2h/r)'$, and $h'+2h/r$ rises from $0$ to $3M/2$, the right side is $-3M$. Hence

$$M=\frac19\int_1^\infty(2r^3-3r^2+1)\,S\,dr .$$

For small $z$, $S$ already contains $\Psi'$, so the $\phi_\pm$ of an uncharged sphere suffice: $\phi_\pm=\mp(r+\tfrac12r^{-2})$, with zero slope at $r=1$. Then $S=-k^2\Psi'(1+\tfrac12r^{-3})$ and $\Psi=ze^{-k(r-1)}/r$. With $y=r-1$ now in units of $a$,

$$2r^3-3r^2+1=3y^2+2y^3,\qquad 1+\tfrac12r^{-3}=\tfrac32-\tfrac32y+\dots,$$
$$-\Psi'=ze^{-ky}(k-ky+1+\dots).$$

The product is $ze^{-ky}\left[\tfrac92ky^2+\tfrac92y^2-6ky^3+\dots\right]$. Using $\int_0^\infty y^me^{-ky}dy=m!/k^{m+1}$,

$$M=\frac{k^2z}{9}\left[\frac9{k^2}+\frac9{k^3}-\frac{36}{k^3}\right]=z\left(1-\frac3k\right)+O(zk^{-2}).$$

At $k=20$ numerical quadrature of the integral gives $M/z=0.894$, against $0.85$ from the first correction, so higher terms matter there.

**Q.** Your insulating particle worries me. What if it is a metal, or if the layer itself conducts?

**A.** Treat both by current conservation, leaving salt gradients aside for the moment. Let the bulk, the interior and the surface have conductivities $K_L$, $K_p$ and $K_\sigma$, and define the Dukhin number $\mathrm{Du}=K_\sigma/(K_La)$. The outside potential in unit field is $-(r+b/r^2)\cos\theta$. If current crosses the interface freely, the inside potential is $-(1+b)r\cos\theta$. The current entering the surface from the bulk must feed the interior and the surface current:

$$1-2b=\frac{K_p}{K_L}(1+b)+2\,\mathrm{Du}\,(1+b).$$

Because $1-2b=3-2(1+b)$,

$$1+b=\frac{3}{2+2\mathrm{Du}+K_p/K_L}.$$

The tangential field is $-(1+b)\sin\theta$, so the slip is $v\sin\theta$ with $v=(1+b)z$. Outside, $h=\tfrac12M(r-r^{-2})$, which has $u_\theta=\tfrac32M\sin\theta$ at $r=1$. Thus $M=\tfrac23v$ and

$$M=\frac{z}{1+\mathrm{Du}+K_p/(2K_L)} .$$

A metal at which no electrode reaction occurs is different. No ion crosses its surface, so $\phi_\pm'=0$ there, as for an insulator. The linear equations for $h$ and $\phi_\pm$ do not contain the disturbed electric potential, so the interior has no influence. To this order the metal moves as an insulator does, and the permittivity of the particle is irrelevant too.

**Q.** What fixes $\mathrm{Du}$?

**A.** The ions in the diffuse layer, if those behind the slip plane are immobile. Let $x$ be distance from the wall in Debye lengths $\kappa^{-1}$. For a flat layer $\Psi'=-2\sinh(\Psi/2)$, and the excess of each ion is

$$\Gamma_\pm=\frac1k\int_0^\infty(e^{-(\pm\Psi)}-1)\,dx=\frac2k\left(e^{\mp z/2}-1\right).$$

The ions also ride on the flow. Let $s_\pm$ be the values of $\phi_\pm$ at the outer edge. Normal balance makes $p-k_BT\sum n_i$ constant across the layer. The tangential balance then contains the excess densities alone, and the velocity amplitude obeys

$$v''=-\tfrac12\sum_j(n_j-1)s_j .$$

So $v=\sum_js_jv_j$ with $v_\pm'=e^{\mp\Psi/2}-1$; differentiation, using $\Psi'$ above, confirms this. The convected excess is described by

$$K_{ij}=\int(n_i-1)v_j\,dx=-2\int v_i''v_j\,dx=2\int v_i'v_j'\,dx .$$

A purely electrical drive has $s_+=-s_-$. Bulk current counts two ions, which gives a factor $\tfrac12$:

$$\mathrm{Du}=\tfrac12\left[\Gamma_++\Gamma_-+\tfrac{\mathrm{Pe}}{k}(K_{++}+K_{--}-2K_{+-})\right].$$

Since $v_+'-v_-'=\Psi'$, the last bracket is $2\int\Psi'^2dx=8(\cosh\tfrac z2-1)$. Therefore

$$\mathrm{Du}=\frac2k\left(\cosh\frac z2-1\right)(1+2\,\mathrm{Pe}).$$

A large $k$ can be offset by the exponential growth with $|z|$.

**Q.** You set salt gradients aside. The layer carries mostly counter-ions, while the bulk carries both. Something must pile up.

**A.** It does. Salt accumulates at one pole and is depleted at the other; this is the concentration polarisation. Outside the layer $\phi_\pm=\mp r+B_\pm/r^2$, so the slope at the surface is $\mp3-2s_\pm$. The flux entering from the bulk must equal the divergence of the excess surface flux, which contributes a factor 2:

$$2\Big(\Gamma_is_i+\frac{\mathrm{Pe}}k\sum_jK_{ij}s_j\Big)=\mp3-2s_i,$$
$$(1+\Gamma_i)s_i+\frac{\mathrm{Pe}}k\sum_jK_{ij}s_j=\mp\tfrac32 .$$

The remaining integrals follow with $t=\Psi/2$, $dx=-dt/\sinh t$ and $q=e^{-z/2}$:

$$K_{++}=2\int_0^{z/2}\frac{(1-e^{-t})^2}{\sinh t}dt=4\int_q^1\frac{1-w}{1+w}dw=4\left[2\ln\frac2{1+q}-1+q\right],$$
$$K_{+-}=-4\int_0^{z/2}\tanh\frac t2\,dt=-8\ln\cosh\frac z4,$$

where $w=e^{-t}$. $K_{--}$ follows from $K_{++}$ by $z\to-z$.

**Q.** And how does a salt gradient push the particle?

**A.** Through the same slip. Integrating $v_\pm'$ across the layer gives

$$v_\pm(\infty)=\int_0^z\left[\tfrac12\tanh\frac\Psi4\mp\tfrac12\right]d\Psi=2\ln\cosh\frac z4\mp\frac z2 .$$

Split the amplitudes into a salt part $C=\tfrac12(s_++s_-)$ and an electrical part $P=\tfrac12(s_+-s_-)$. With $M=\tfrac23v(\infty)$,

$$M=\frac23\left[-Pz+4C\ln\cosh\frac z4\right].$$

The second term is diffusio-osmosis. Without layer transport $P=-\tfrac32$, $C=0$ and $M=z$. This thin-layer formula keeps terms of order $e^{|z|/2}/k$ but neglects curvature corrections of order $1/k$.

**Q.** I want a criterion, not a linear system.

**A.** For weak layer transport, insert $s_\pm=\mp\tfrac32$ in the small terms. Half the difference and half the sum of the two equations then give $P=-\tfrac32(1-\mathrm{Du})$ and $C=-\tfrac32X$, where

$$X=\tfrac12\left[\Gamma_--\Gamma_++\tfrac{\mathrm{Pe}}k(K_{--}-K_{++})\right].$$

Hence $M\approx z(1-\mathrm{Du})-4X\ln\cosh(z/4)$. For an insulating sphere, an estimate of the relative loss is

$$\frac3k+\mathrm{Du}+\frac{4X}{z}\ln\cosh\frac z4 .$$

The three terms stand for size, conduction and salt polarisation. Their sum should lie below the error you accept. The first is the low-potential value and overstates the size effect at higher $|z|$: for sphere C below, the thin-layer and full mobilities differ by only about 0.5 % of Smoluchowski's value, although $3/k$ is 1.8 %. A field $E_\infty\ll k_BT/(ea)$ is a safe choice for keeping the disturbances linear.

**Q.** If surface conduction is enormous, your earlier formula sends $M$ to zero. Does the particle stop?

**A.** Not in this model. Take $z>0$, large $k$ and $\Gamma_-\to\infty$. The counter-ion condition forces $s_-\to0$, while $s_+\to-\tfrac32$. Thus $C=P=-\tfrac34$ and

$$M\to\frac z2-2\ln\cosh\frac z4\;\longrightarrow\;2\ln2\approx1.39\quad(z\to\infty),$$

since $\ln\cosh(z/4)\to z/4-\ln2$. Smoluchowski's law would read this as 35.6 mV at 298.15 K. Yet at $k=100$, $z=4$ and the $\mathrm{Pe}$ used below, the thin-layer formula gives $M=3.59$. The mobility therefore rises and later falls as $z$ grows, and a mobility above the large-$z$ limit can belong to two zeta potentials. At $k=100$ the maximum of the full equations below lies near $z=6.3$, where the counter-ions at the wall are enriched by $e^{z}$, several hundredfold; the falling branch is within reach of a point-ion model only in dilute salt.

**Q.** Show me that a thinner layer does not rescue the law by itself.

**A.** For that one needs the mobility without a thin-layer assumption. It follows from $LLh=S$ together with

$$\Psi''+\frac2r\Psi'=k^2\sinh\Psi,\qquad L\phi_\pm\mp\Psi'\phi_\pm'=\pm2\,\mathrm{Pe}\,\frac{\Psi'h}{r},$$

with $\phi_\pm'=0$ at the wall and $\phi_\pm\to\mp r$ far away. I solved these by Chebyshev collocation and call the result the full mobility; it still assumes point ions and a linear response. Raise $k$ from 100 to 400 and $z$ from 4 to 6.77, which keeps $e^{z/2}/k$ fixed. Relative to the full mobility, the error of the thin-layer formula falls from 1.7 % to 0.3 %. That of Smoluchowski's law goes from 13 % to 16 %.

**Q.** Now give me particles I could put in a cell.

**A.** Take round model values: relative permittivity 80, $\eta=1.0$ mPa s, $D=2.0\times10^{-9}$ m²/s, 10 mM salt and 298.15 K. Then $k_BT/e=25.69$ mV, $\kappa^{-1}=3.071$ nm and $\mathrm{Pe}=0.234$. The mobility unit $\varepsilon k_BT/(e\eta)$ is $1.820$, with all mobilities here in $10^{-8}$ m²/(V s).

Sphere A has $a=500$ nm and $\zeta=-50$ mV. So $k=500/3.071=162.8$, $z=-50/25.69=-1.946$, and Smoluchowski's law gives $-1.946\times1.820=-3.54$. The estimated loss is

$$0.0184+0.0092+0.0035=0.0311 .$$

The full mobility is $-3.44$, a loss of 2.8 % relative to Smoluchowski's value. Interpreted by his law, it would return $-48.6$ mV. A field well below $k_BT/(ea)=51$ kV/m is safely in the linear range.

**Q.** And when it goes wrong?

**A.** Change one property at a time.

| Sphere | $a$ (nm) | $\zeta$ (mV) | $3/k$ | Du | Salt term |
|---|---|---|---|---|---|
| A | 500 | −50 | 0.018 | 0.009 | 0.003 |
| B | 50 | −50 | 0.184 | 0.092 | 0.035 |
| C | 500 | −150 | 0.018 | 0.149 | 0.084 |

| Sphere | Smoluchowski | Thin-layer | Full | Apparent $\zeta$ (mV) |
|---|---|---|---|---|
| A | −3.54 | −3.50 | −3.44 | −48.6 |
| B | −3.54 | −3.20 | −2.91 | −41.0 |
| C | −10.63 | −8.71 | −8.65 | −122.2 |

In B all three terms are ten times those of A, because each varies as $1/a$ at fixed $\zeta$ and salt concentration. The size term is the largest in the estimate, but it overstates the actual effect. The thin-layer formula, which lacks curvature, gives a loss of 9.7 %; the remaining 8.2 % of the full 17.9 % is what it misses, against $3/k=18.4$ %.

In C the layer is as thin as in A, yet the full mobility lies 18.6 % below Smoluchowski's value. C is a model case at the edge of the point-ion picture: the counter-ion concentration at the slip plane is $10\ \text{mM}\times e^{5.84}\approx3.4$ M, where finite ion size matters, so its numbers show the trend and are no prediction for a real particle. Conduction alone gives $-10.625/(1+0.1494)=-9.24$; salt polarisation takes the thin-layer value further down, to $-8.71$. For B and C the estimated losses, 0.31 and 0.25, exceed the actual 0.18 and 0.19. The first-order sum has correctly warned that the law fails, but it is too coarse there to serve as a correction.

**Q.** So if I have measured only a mobility, where do I start?

**A.** Compute $\kappa a$ from the salt concentration and radius, and use the apparent $\zeta$ for a first estimate of the three terms. Because it is smaller in magnitude than the true $\zeta$, the conduction and salt terms come out too low, and near the mobility maximum seriously so. If all three are very small, the reading is consistent. The second, highly charged solution is a real doubt mainly near the maximum. For sphere A it lies near $-370$ mV, where point ions would reach about $2\times10^4$ M at the slip plane, and for large $k$ a mobility below about $2\ln2$ has none. Nor does a consistent reading exclude conduction behind the slip plane, which would add to $K_\sigma$. A separate measurement of surface conductivity addresses both doubts, since a large $\mathrm{Du}$ would reveal either.
